# Voigt constants and the biaxial modulus of a copper (001) film

## Problem

A single-crystal copper film with a (001) surface is 50 nm thick and is held by a thick wafer at an equal in-plane tensile strain of 0.050 % in all directions. Its stress is to be found from its biaxial modulus, the ratio of in-plane stress to in-plane strain when the top surface is free. A quick route replaces the crystal by an isotropic solid with Voigt-averaged constants.

For copper near room temperature take the rough two-figure values

\[
K=\frac{C_{11}+2C_{12}}{3}=140\ \text{GPa},\qquad
C'=\frac{C_{11}-C_{12}}{2}=24\ \text{GPa},\qquad
C_{44}=75\ \text{GPa}.
\]

(a) Find the biaxial modulus of the crystal film and that of the Voigt solid.
(b) Find the error of the Voigt value relative to the crystal value, and what fixes its sign.
(c) Does the error belong to copper or to the orientation, and would another isotropic average remove it?
(d) What does it do to the stress, strain and stored energy of this film?

Elasticity is linear, the strain is uniform, and tension is positive. Shear strains are tensor components, so \(\sigma_{23}=2C_{44}e_{23}\) on the cube axes.

## Solution

### (a) The two moduli

Let axes 1, 2, 3 lie along the cube edges, with 3 normal to the film. The wafer imposes \(e_{11}=e_{22}=e\) and \(e_{12}=0\). The free surface requires \(\sigma_{13}=\sigma_{23}=\sigma_{33}=0\). The first two conditions give \(e_{13}=e_{23}=0\), and the third gives

\[
0=\sigma_{33}=2C_{12}e+C_{11}e_{33}
\quad\Rightarrow\quad
e_{33}=-\frac{2C_{12}}{C_{11}}\,e .
\]

The film thins as it is stretched. The in-plane stress is

\[
\sigma_{11}=\sigma_{22}=(C_{11}+C_{12})e+C_{12}e_{33},
\qquad
M_{001}=\frac{\sigma_{11}}{e}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\]

The definitions of \(K\) and \(C'\) invert to \(C_{11}=K+4C'/3\) and \(C_{12}=K-2C'/3\). Over a common denominator the numerator factorizes:

\[
M_{001}=\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}}
=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}
=\frac{(2C')(3K)}{K+4C'/3}.
\]

Multiplying top and bottom by 3 gives

\[
M_{001}=m(C'),\qquad m(\mu)\equiv\frac{18K\mu}{3K+4\mu}.
\]

The constant \(C_{44}\) is absent, because this deformation has no shear strain on the cube axes.

An isotropic solid is the special case \(C'=C_{44}=G\), so its biaxial modulus is \(m(G)\). This is the familiar \(E/(1-\nu)\): with \(E=9KG/(3K+G)\) and \(\nu=(3K-2G)/[2(3K+G)]\), one has \(1-\nu=(3K+4G)/[2(3K+G)]\), and the quotient is \(m(G)\).

The Voigt constants come from averaging the stiffness tensor over all rotations. The result is unchanged by any further rotation, so it is isotropic and has two constants. Two sums, with repeated indices summed, do not change under rotation and therefore survive the averaging:

\[
C_{iijj}=3C_{11}+6C_{12}=9K,
\qquad
C_{ijij}=3C_{11}+6C_{44}=3K+4C'+6C_{44}.
\]

For an isotropic solid the same sums are \(9K\) and \(3K+10G\). Hence \(K\) is unchanged, and \(10G_V=4C'+6C_{44}\), or

\[
G_V=\frac{2C'+3C_{44}}{5}=\frac{48+225}{5}=54.6\ \text{GPa}.
\]

The moduli are therefore

\[
M_{001}=\frac{18(140)(24)}{420+96}=117.2\ \text{GPa},
\qquad
M_V=\frac{18(140)(54.6)}{420+218.4}=215.5\ \text{GPa}.
\]

### (b) The error and its sign

Define the error relative to the crystal value, \(\delta=M_V/M_{001}-1\). The factor \(18K\) cancels in the ratio:

\[
\delta=\frac{G_V(3K+4C')}{C'(3K+4G_V)}-1
=\frac{G_V(3K+4C')-C'(3K+4G_V)}{C'(3K+4G_V)}
=\frac{3K(G_V-C')}{C'(3K+4G_V)} .
\]

The terms \(4G_VC'\) have cancelled. From the Voigt average, \(G_V-C'=\tfrac35(C_{44}-C')\). With the anisotropy ratio \(A=C_{44}/C'\),

\[
\boxed{\;\delta=\frac{9K(A-1)}{5(3K+4G_V)}\;}
\]

For these inputs \(A=3.125\), and

\[
\delta=\frac{9(140)(2.125)}{5(638.4)}=0.839 .
\]

The Voigt modulus is about 84 % too large. Changing each input by half a unit in its last stated figure (5 GPa in \(K\), 0.5 GPa in each shear constant) moves the error between 79.6 % and 88.3 %. Rounding of the inputs alone thus leaves the error uncertain by about 4 percentage points either way; differences between measured sets of constants can add to this (commonly quoted sets give about 86 to 89 %). Further digits, here and below, are kept so that the arithmetic can be followed; they do not express the accuracy of the constants.

Every other factor in \(\delta\) is positive, so its sign is that of \(A-1\). The Voigt value is too high for \(A>1\), correct for \(A=1\), and too low for \(A<1\).

The size of the error is easier to read from the inverse modulus,

\[
\frac1{m(\mu)}=\frac{3K+4\mu}{18K\mu}=\frac1{6\mu}+\frac{2}{9K}.
\]

The film's compliance is a shear part plus a volume part. Averaging changes the first and leaves the second alone. If \(K\) were very large, the second part would vanish and the modulus ratio would be \(G_V/C'=2.275\). The finite bulk modulus of copper lowers the ratio to 1.839.

### (c) Orientation and choice of average

For any film normal, let \(M\) be the mean of the two in-plane normal stresses divided by \(e\). Since \(\sigma_{i3}=0\) in film axes and the in-plane shear strain is zero, the energy per volume is

\[
w=\tfrac12\sigma_{ij}e_{ij}=\tfrac12(\sigma_{11}+\sigma_{22})e=Me^2 .
\]

This is also the minimum of \(w\) over the strains \(e_{i3}\) that the wafer leaves free: the derivatives of \(w\) with respect to them are proportional to \(\sigma_{i3}\), and \(w\) is a positive quadratic form.

On the cube axes, write \(\theta=e_{11}+e_{22}+e_{33}\) and \(d_i=e_{ii}-\theta/3\) (no sum). Then

\[
w=\tfrac12K\theta^2+C'(d_1^2+d_2^2+d_3^2)+2C_{44}(e_{12}^2+e_{13}^2+e_{23}^2).
\]

Let \(A>1\). Replacing \(C_{44}\) by \(C'\) cannot raise \(w\) for any strain, and so cannot raise its minimum. Replacing \(C'\) by \(C_{44}\) cannot lower it. Both replacements give isotropic solids, so every orientation obeys

\[
m(C')\le M\le m(C_{44}).
\]

The (001) film sits at the lower limit. The (111) film sits at the upper one. To see this, take a strain \(e_n\) along the unit normal \(\mathbf n\) and \(e\) across it:

\[
e_{ij}=e\,\delta_{ij}+(e_n-e)n_in_j,\qquad n_in_j=\tfrac13 .
\]

The three diagonal strains are equal, so all \(d_i=0\) and \(C'\) does not enter the stress. The crystal then responds as an isotropic solid of shear modulus \(C_{44}\), for which a suitable \(e_n\) frees the surface. Thus

\[
M_{111}=\frac{18(140)(75)}{420+300}=262.5\ \text{GPa}.
\]

Here the Voigt value is 17.9 % too low. The error therefore depends on the orientation as well as on copper's anisotropy. The overestimate is largest for (001), the softest orientation for copper in this loading.

The Reuss average takes the mean of the compliance tensor instead. Compliance has the same cubic form, with \(2C'\) and \(2C_{44}\) replaced by their inverses, so the same 2:3 weighting gives

\[
\frac1{G_R}=\frac15\left(\frac2{C'}+\frac3{C_{44}}\right),
\qquad G_R=40.5\ \text{GPa}.
\]

The error falls to 49.7 % but remains large. Since \(m(\mu)\) increases with \(\mu\), any isotropic shear modulus above \(C'\), used with the same \(K\), overestimates the (001) film. The fault lies in discarding the orientation.

| Film | Constants used | Modulus used (GPa) | Crystal modulus (GPa) | Error |
|---|---|---:|---:|---:|
| (001) | Voigt | 215.5 | 117.2 | +84 % |
| (001) | Reuss | 175.5 | 117.2 | +50 % |
| (111) | Voigt | 215.5 | 262.5 | −18 % |
| (001), \(K\to\infty\) | Voigt | \(6G_V=328\) | \(6C'=144\) | +128 % |

The last row keeps both shear constants of copper and changes \(K\) alone.

### (d) Consequences for the 50 nm film

At the given strain, the crystal stress is \(117.2\ \text{GPa}\times5.0\times10^{-4}=58.6\) MPa. The Voigt constants give 107.8 MPa. The stored energy per area, \(Me^2h\) with \(h\) the film thickness, is 1.465 mJ/m² for the crystal and 2.694 mJ/m² for the Voigt solid. Stress and energy carry the same relative error because both are proportional to \(M\).

If the stress is known and the strain is sought, the error reverses. Dividing 58.6 MPa by 215.5 GPa gives 0.0272 % in place of 0.050 %, which is 46 % below the true strain.

The normal strain is affected as well. Substituting for \(C_{11}\) and \(C_{12}\),

\[
\frac{e_{33}}e=-\frac{2C_{12}}{C_{11}}=-\frac{2(3K-2\mu)}{3K+4\mu},
\]

with \(\mu=C'\) for the crystal and \(\mu=G_V\) for the Voigt solid. The ratios are −1.442 and −0.974. The Voigt constants thus predict too little thinning, which matters when in-plane strain is deduced from a measured lattice spacing along the normal.

### The model beside a real film

The result assumes a single (001) orientation throughout the film. A polycrystalline film can contain other orientations, to which the (001) modulus does not apply. For a purely (111)-oriented film the error moves from +84 % to −18 %, and by the bounds above each orientation taken alone lies between these values.

Three other corrections to the film modulus, estimated roughly, are small here. If warming by 100 K softens both shear constants by a rough 3 % at fixed \(K\), \(M_{001}\) falls by 2.5 % and the Voigt error becomes 84.8 %; in real copper \(C'\) softens somewhat faster and \(K\) also drops, so the fall is nearer 4 %. This concerns the modulus only. Warming a film on a wafer also changes the imposed strain through the mismatch in thermal expansion, by roughly 0.14 % per 100 K on silicon, which is larger than the 0.050 % assumed here. A 2° miscut raises the modulus by about 0.20 %, whatever the tilt direction. Nonlinear elasticity, taken roughly as a relative drop of ten times the strain in the ratio of stress to strain, lowers that ratio by about 0.5 % in tension; the slope of the stress–strain curve drops by about twice as much.

The wafer, of thickness \(h_s=500\) µm and chosen biaxial modulus \(M_s=200\) GPa, also yields slightly. The film force per width \(F=Meh\) compresses it by \(F/(M_sh_s)\). The moment \(Fh_s/2\) adds a bending strain at its surface of

\[
\frac{(Fh_s/2)(h_s/2)}{M_sh_s^3/12}=\frac{3F}{M_sh_s}.
\]

The total, \(4F/(M_sh_s)\), relieves 0.023 % of the film strain.

Surface stress, roughly 1 N/m, is 34 % of the film force of 2.93 N/m. At fixed strain it leaves the interior stress \(Me\) unchanged, but it adds to the force that bends the wafer. A film stress deduced from the change in wafer curvature when the film is added would need a correction for it, and also for the interface stress and for the stress of the bare wafer surface that the film replaces, which are not estimated here.

Dislocations can limit the elastic treatment. A dislocation that lays down a line at the interface gains work \(Meh(b/2)\) per length, where \(b=0.26\) nm (rough) is the Burgers vector length and \(b/2\) its in-plane component across the line. Equating this to a line energy \(C'b^2\ln(h/b)/(4\pi)\) gives

\[
e_c=\frac{C'b\ln(h/b)}{2\pi M_{001}h}\approx0.09\,\% ,
\]

which is above the applied strain. The prefactor \(C'/(4\pi)=1.91\) GPa is cautious for a stiff wafer like the one chosen, since the anisotropic value for this dislocation in bulk copper is 5.37 GPa; a much softer substrate, such as a polymer, would lower the interface line energy below this estimate. The cutoffs in the logarithm remain estimates. At strains well above such a threshold, plastic flow can limit the stress, and \(Me\) with the total imposed strain no longer gives it, whichever modulus is used. The numerical output below lists the values for this film.

## Table of computed values

```
Input bulk modulus K (rough): 140 GPa
Input shear constant C' (rough): 24 GPa
Input shear constant C44 (rough): 75 GPa
C11 from inputs: 172.0 GPa
C12 from inputs: 124.0 GPa
Anisotropy ratio A: 3.125 (no unit)
Voigt shear modulus: 54.6 GPa
Voigt Young modulus: 145.0 GPa
Voigt Poisson ratio: 0.327 (no unit)
Reuss shear modulus: 40.5 GPa
Biaxial modulus, (001) crystal: 117.2 GPa
Biaxial modulus, Voigt: 215.5 GPa
Biaxial modulus, Reuss: 175.5 GPa
Biaxial modulus, (111) crystal: 262.5 GPa
Voigt / (001) modulus ratio: 1.839 (no unit)
Voigt error for (001): 83.9 %
Reuss error for (001): 49.7 %
Voigt error for (111): -17.9 %
Large-K limit of modulus ratio: 2.275 (no unit)
Smallest error from input rounding: 79.6 %
Largest error from input rounding: 88.3 %
Film strain: 0.050 %
Film thickness: 50 nm
Wafer thickness: 500 um
Wafer biaxial modulus: 200 GPa
Film stress, (001): 58.6 MPa
Film stress, Voigt: 107.8 MPa
Elastic energy per area, (001): 1.465 mJ/m^2
Elastic energy per area, Voigt: 2.694 mJ/m^2
Strain inferred by Voigt from true stress: 0.0272 %
Normal/in-plane strain, (001): -1.442 (no unit)
Normal/in-plane strain, Voigt: -0.974 (no unit)
Normal strain, (001): -0.0721 %
Normal strain, Voigt: -0.0487 %
Assumed shear softening per 100 K (rough): 3 %
(001) modulus change on 100 K warming: -2.46 %
Voigt error after 100 K warming: 84.8 %
Largest modulus change, 2 degree miscut: 0.20 %
Nonlinear modulus change (rough): 0.5 %
Strain relief by substrate: 0.023 %
Film force per width: 2.93 N/m
Surface stress (rough): 1 N/m
Surface stress / film force: 34 %
Burgers vector length (rough): 0.26 nm
Line-energy factor, lower bound: 1.91 GPa
Line-energy factor, anisotropic: 5.37 GPa
Estimated critical strain: 0.089 %
```
